# The Marcus–Hush–Chidsey Rate of Electron Transfer at a Metal Electrode

## Result and conventions

A redox centre is held at a fixed distance from a metal electrode. The rate at which the metal reduces it is

$$k_{\rm red}(\eta)=\frac{\Gamma}{\hbar}\int_{-\infty}^{\infty} f(\varepsilon)\,g(\lambda+e\eta-\varepsilon)\,d\varepsilon ,\qquad g(x)=\frac{e^{-x^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}} . \tag{1}$$

Here $\varepsilon$ is the energy of a metal electron measured from the Fermi level, $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$ is its occupation, $\lambda$ is the reorganization energy, and $e>0$. The overpotential $\eta$ is measured from the formal potential, so negative $\eta$ drives reduction. The strength is $\Gamma=2\pi|V|^2\rho$, with $V$ the coupling to one metal state and $\rho$ the density of states. The transfer coefficient is

$$\alpha=-kT\,\frac{d\ln k_{\rm red}}{d(e\eta)} . \tag{2}$$

It equals $1/2$ at $\eta=0$ and falls steadily under cathodic driving. It tends to zero as the rate saturates at $\Gamma/\hbar$.

The assumptions are weak coupling, classical harmonic surroundings with equal curvature in both charge states, equal electronic multiplicities of the two states, a $\Gamma$ independent of energy, a band filled to great depth, and an overpotential that acts wholly between metal and centre.

## Transfer from one metal level

Let $q$ be the collective coordinate of the surroundings, with $q=0$ the equilibrium of the oxidized centre and $q=1$ that of the reduced one. The free energies before and after an electron leaves level $\varepsilon$ are

$$G_O=\lambda q^2,\qquad G_R=\lambda(1-q)^2+e\eta-\varepsilon . \tag{3}$$

The signs follow from the energy balance: a higher initial level $\varepsilon$ lowers the cost of the transfer, and a more negative electrode does the same. At the formal potential, transfer from the Fermi level costs nothing. The gap is

$$X=G_R-G_O=\lambda-2\lambda q+e\eta-\varepsilon . \tag{4}$$

Before the transfer, $q$ has the Boltzmann weight $e^{-\lambda q^2/kT}$, a Gaussian of mean zero and variance $kT/2\lambda$. Since $X$ is linear in $q$, it is also Gaussian, with mean $\lambda+e\eta-\varepsilon$ and variance $(2\lambda)^2kT/2\lambda=2\lambda kT$.

The golden rule sums over vibrational states $m$ before and $n$ after the transfer. Writing the energy delta function as a time integral gives

$$w=\frac{2\pi|V|^2}{\hbar}\sum_{mn}P_m|\langle n|m\rangle|^2\delta(E_n-E_m)=\frac{|V|^2}{\hbar^2}\int dt\,\big\langle e^{iH_Ot/\hbar}e^{-iH_Rt/\hbar}\big\rangle . \tag{5}$$

The two Hamiltonians share their kinetic energy and differ by $X$. If the nuclei hardly move during the times that contribute, the commutators can be dropped and the product becomes $e^{-iXt/\hbar}$. Its time integral is $2\pi\hbar\,\delta(X)$. The thermal average of $\delta(X)$ is the probability density of $X$ at zero, so

$$w(\varepsilon)=\frac{2\pi|V|^2}{\hbar}\,g(\lambda+e\eta-\varepsilon) . \tag{6}$$

The classical limit was tested by evaluating the oscillator overlaps in (5), summed over the metal levels, for $\lambda=0.80$ eV at 298.15 K. With a vibrational quantum of 0.02 eV, the rate at $\eta=0$ is 1.115 times the classical value. With 0.01 eV it is 1.028 times. Extrapolation to zero quantum, assuming an error quadratic in the quantum, gives 0.999.

Equation (6) has an inverted region. For fixed $\varepsilon$ the rate peaks at $e\eta=\varepsilon-\lambda$ and falls under stronger driving.

## Summing over the metal

At weak coupling the levels contribute independently. An interval $d\varepsilon$ holds $\rho\,d\varepsilon$ states, a fraction $f$ of them filled. Multiplying (6) by $\rho f\,d\varepsilon$ and integrating gives (1).

For oxidation the electron needs an empty state, and the gap is crossed from the other well. With $x=e\eta-\varepsilon$, the mean gap is $\lambda-x$ instead of $\lambda+x$:

$$k_{\rm ox}(\eta)=\frac{\Gamma}{\hbar}\int[1-f(\varepsilon)]\,g(\lambda-e\eta+\varepsilon)\,d\varepsilon . \tag{7}$$

Because $(\lambda+x)^2-(\lambda-x)^2=4\lambda x$, the ratio $g(\lambda-x)/g(\lambda+x)$ is $e^{x/kT}$. Also $(1-f)/f=e^{\varepsilon/kT}$. The product of these ratios is $e^{e\eta/kT}$ for every level, so

$$k_{\rm ox}(\eta)=e^{e\eta/kT}\,k_{\rm red}(\eta) . \tag{8}$$

Since (8) holds level by level, it survives if $\Gamma$ depends on $\varepsilon$.

## Transfer coefficient one half

Set $\Lambda=\lambda/kT$, $y=e\eta/kT$ and $x=\varepsilon/kT$ from here on. The exponent in (1) expands as

$$\frac{(\Lambda+y-x)^2}{4\Lambda}=\frac{\Lambda}{4}+\frac{y-x}{2}+\frac{(y-x)^2}{4\Lambda} . \tag{9}$$

The factor $e^{x/2}$ combines with the occupation: $e^{x/2}/(1+e^x)=1/[2\cosh(x/2)]$. With $d\varepsilon=kT\,dx$, (1) becomes

$$k_{\rm red}=\frac{\Gamma}{\hbar}\frac{e^{-\Lambda/4}}{\sqrt{4\pi\Lambda}}\,e^{-y/2}J(y),\qquad J(y)=\int_{-\infty}^{\infty}\frac{e^{-(x-y)^2/4\Lambda}}{2\cosh(x/2)}\,dx . \tag{10}$$

Replacing $x$ by $-x$ shows that $J(-y)=J(y)$, hence $J'(0)=0$. Therefore

$$\alpha=\frac12-\frac{J'(y)}{J(y)},\qquad \alpha(0)=\frac12 . \tag{11}$$

The physical content is a mirror symmetry: electrons above the Fermi level and holes below it contribute alike, so $k_{\rm ox}(\eta)=k_{\rm red}(-\eta)$. This and (8) give $\ln k_{\rm red}(-\eta)-\ln k_{\rm red}(\eta)=e\eta/kT$, whose derivative at zero is again $\alpha=1/2$.

The word "equilibrium" needs care. Zero net current requires $c_Ok_{\rm red}=c_Rk_{\rm ox}$, where $c_O$ and $c_R$ are the amounts of oxidized and reduced centres. By (8), this occurs at $e\eta=kT\ln(c_O/c_R)$. The coefficient is $1/2$ there if the two amounts are equal.

**The standard rate.** For $\Lambda\gg1$ the Gaussian in $J(0)$ is wide and can be expanded. The moments needed come from

$$I(a)=\int_{-\infty}^{\infty}\frac{e^{ax}}{2\cosh(x/2)}dx=\frac{\pi}{\cos\pi a},\qquad |a|<\tfrac12 . \tag{12}$$

To prove this, shift the contour by $2\pi i$, which multiplies the integrand by $-e^{2\pi ia}$. The strip encloses one pole, at $x=i\pi$, with residue $e^{i\pi a}/i$. Thus $I(1+e^{2\pi ia})=2\pi e^{i\pi a}$, which is (12). Since $1/\cos z=1+z^2/2+5z^4/24+\dots$, the weight $1/[2\cosh(x/2)]$ has area $\pi$, mean square $\pi^2$ and mean fourth power $5\pi^4$. Expanding $e^{-x^2/4\Lambda}$ to second order gives

$$k_0\equiv k_{\rm red}(0)\simeq\frac{\Gamma}{\hbar}\sqrt{\frac{\pi}{4\Lambda}}\;e^{-\Lambda/4}\left(1-\frac{\pi^2}{4\Lambda}+\frac{5\pi^4}{32\Lambda^2}-\dots\right) . \tag{13}$$

The activation energy in the exponential is $\lambda/4$, the height at which the curves (3) cross when $e\eta=\varepsilon$.

## Curvature of the Tafel plot

Let $\langle\cdot\rangle$ denote the average over departing electrons, whose distribution is $p(\varepsilon)\propto f(\varepsilon)g(\lambda+e\eta-\varepsilon)$. The derivative of (1) can be taken in two ways.

First, $g$ depends on $e\eta-\varepsilon$, so $\partial g/\partial(e\eta)=-\partial g/\partial\varepsilon$. Integration by parts moves the derivative onto $f$; the boundary terms vanish with $g$. Since $f'=-f(1-f)/kT$,

$$\alpha=\frac{\int f(1-f)g\,d\varepsilon}{\int fg\,d\varepsilon}=\langle1-f\rangle . \tag{14}$$

The transfer coefficient is the mean emptiness of the levels that deliver the electrons, so $0<\alpha<1$.

Second, differentiating the Gaussian itself gives $\partial g/\partial(e\eta)=-(\lambda+e\eta-\varepsilon)g/(2\lambda kT)$, and hence

$$\alpha=\frac{\lambda+e\eta-\langle\varepsilon\rangle}{2\lambda} . \tag{15}$$

For a single level, $\langle\varepsilon\rangle$ would be fixed and $\alpha$ would turn negative under strong driving. In a metal, $\langle\varepsilon\rangle$ moves down with the driving.

To find how fast $\alpha$ changes, differentiate $\ln p$, including its normalization:

$$\frac{\partial\ln p}{\partial(e\eta)}=\frac{\varepsilon-\langle\varepsilon\rangle}{2\lambda kT} . \tag{16}$$

The average of any fixed function $A(\varepsilon)$ therefore changes at the rate ${\rm Cov}(A,\varepsilon)/(2\lambda kT)$. Taking $A=1-f$ in (14), and $A=\varepsilon$ in (15), gives

$$\frac{d\alpha}{d(e\eta)}=\frac{{\rm Cov}(1-f,\varepsilon)}{2\lambda kT}=\frac{1}{2\lambda}\left[1-\frac{{\rm Var}(\varepsilon)}{2\lambda kT}\right] . \tag{17}$$

The covariance is half the average of $[A(\varepsilon)-A(\varepsilon')](\varepsilon-\varepsilon')$ over two independent draws from $p$. Both factors have the same sign because $1-f$ increases with $\varepsilon$, so the covariance is positive. From (2),

$$\frac{d^2\ln k_{\rm red}}{d(e\eta)^2}=-\frac{1}{kT}\frac{d\alpha}{d(e\eta)}<0 . \tag{18}$$

The plot of $\ln k_{\rm red}$ against $\eta$ is curved at every overpotential within this model. This concerns the one-way rate. A net current also contains the back reaction, which adds its own bending near equilibrium.

## Saturation

Put $s=\lambda+e\eta-\varepsilon$ in (1):

$$k_{\rm red}=\frac{\Gamma}{\hbar}\int f(\lambda+e\eta-s)\,g(s)\,ds . \tag{19}$$

As $e\eta\to-\infty$, the occupation tends to one for every fixed $s$, and $g$ has unit area. Hence $k_{\rm red}\to\Gamma/\hbar$. The approach is monotonic, because differentiation gives

$$-\frac{dk_{\rm red}}{d(e\eta)}=\frac{\Gamma}{\hbar}\int[-f'(\varepsilon)]\,g(\lambda+e\eta-\varepsilon)\,d\varepsilon>0 . \tag{20}$$

Under strong driving, electrons at the Fermi level are in their own inverted region, but electrons near $\varepsilon=\lambda+e\eta$ cross without activation. The bell-shaped curve of a single level has become the slope of the rate.

The bell is slightly broadened. Equation (20) describes $e\eta=-\lambda+\varepsilon+s$ with $\varepsilon$ and $s$ independent, so their variances add. That of $-f'$ follows by expanding it in exponentials:

$$2(kT)^2\int_0^\infty x^2\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}dx=4(kT)^2\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2(kT)^2}{3} . \tag{21}$$

The rise is thus centred at $e\eta=-\lambda$ with variance $2\lambda kT+\pi^2(kT)^2/3$.

It is also symmetric. Write $e\eta=-\lambda+\delta$ in (19). For the opposite displacement, change $s$ to $-s$ and use $f(-\varepsilon)=1-f(\varepsilon)$. The two integrands then add to $g(s)$, giving

$$k_{\rm red}(\eta)+k_{\rm red}(-2\lambda/e-\eta)=\Gamma/\hbar,\qquad k_{\rm red}(-\lambda/e)=\Gamma/2\hbar . \tag{22}$$

## When the plateau fails

The plateau needs filled levels at $\varepsilon\approx\lambda+e\eta$. If the band ends at $-W$, with $W$ much larger than $kT$ and the width of $g$, then at $e\eta=-\lambda-W$ half of the Gaussian lies below the band. The rate has fallen back to $\Gamma/2\hbar$. For $W=1.0$ eV and the parameters used below, the rate is 0.985 of $\Gamma/\hbar$ at $-1.3$ V and 0.500 at $-1.8$ V.

It also needs a constant $\Gamma$. Suppose the electron tunnels through a film of thickness $d$, modelled as a square barrier of height $\phi$ above the Fermi level and fixed relative to the metal levels. The decay constant of the tunnelling probability is $\beta$ at the Fermi level and varies as the square root of the remaining height, so

$$\Gamma(\varepsilon)=\Gamma(0)\exp\!\left[-\beta d\left(\sqrt{1-\varepsilon/\phi}-1\right)\right],\qquad \left.\frac{d\ln\Gamma}{d\varepsilon}\right|_0=\frac{\beta d}{2\phi} . \tag{23}$$

Deep electrons tunnel less easily, and they carry the current under strong driving. Equation (15) still holds, since the derivative acts on $g$ alone, but now $\langle\varepsilon\rangle>0$ at $\eta=0$, and $\alpha(0)$ lies below $1/2$.

## Worked example

The example is set in the regime of an osmium polypyridyl complex tethered to a metal by a long alkanethiol film. The values are rough and round: $\lambda=0.80$ eV, $\Gamma=10^{-11}$ eV, $d=1.8$ nm and $T=298.15$ K. Then $kT=0.02569$ eV, $\Lambda=31.14$, and the plateau rate is $\Gamma/\hbar=1.52\times10^4\ {\rm s^{-1}}$.

The leading factor of (13) gives

$$1.52\times10^4\times\sqrt{\frac{\pi}{4(31.14)}}\times e^{-7.785}\ {\rm s^{-1}}=1.00\ {\rm s^{-1}} .$$

The bracket is $1-0.079+0.016=0.937$, against 0.933 from the full integral. The standard rate is therefore $k_0=0.94\ {\rm s^{-1}}$.

In the table, the constant-$\alpha$ law is $k_0e^{-e\eta/2kT}$. The one-level law is (6) at $\varepsilon=0$, scaled to the same $k_0$. Rates are in s⁻¹.

| $\eta$ (V) | $k_{\rm red}$ | $\alpha$ | constant $\alpha$ | one level |
|---|---|---|---|---|
| 0 | 0.94 | 0.500 | 0.94 | 0.94 |
| −0.4 | 414 | 0.284 | 2250 | 322 |
| −0.8 | 7600 | 0.099 | 5.4×10⁶ | 2250 |
| −1.2 | 14800 | 0.008 | 1.3×10¹⁰ | 322 |

The local Tafel slope, $kT\ln10/(e\alpha)$, grows from 118 mV per decade at $\eta=0$ to 208 at $-0.4$ V and 600 at $-0.8$ V. At $-0.8$ V the rate is half the plateau, as (22) requires. Between $-0.8$ and $-1.2$ V the one-level rate falls sevenfold while the metal's rate nearly doubles. At $-1.2$ V the mean departing electron lies at $-0.41$ eV, close to the activationless energy $\lambda+e\eta=-0.40$ eV.

At $\eta=0$, $\alpha$ changes by 0.55 per volt. A tenfold excess of oxidized centres moves equilibrium to $+59$ mV, where $\alpha=0.50+0.55\times0.059=0.53$. The width of the rise is $\sqrt{0.0411+0.0022}=0.208$ V, against 0.203 V for the one-level bell.

## Comparison with a real film

The plateau is sensitive to the assumption of a constant $\Gamma$. With the rough values $\beta=10\ {\rm nm^{-1}}$ and $\phi=3$ eV, (23) gives a slope of $10\times1.8/6=3.0$ per eV. For a square barrier, these two values together imply an effective tunnelling mass of about 0.32 electron masses. Near equilibrium the effect is small: $\alpha(0)=0.490$, and $k_0$ rises by 2.5%. Under strong driving, however, the rate peaks at $-0.99$ V at 0.43 of $\Gamma(0)/\hbar$, and declines to 0.34 at $-1.2$ V. This fall comes from tunnelling, with the metal still supplying electrons. These numbers show the effect of level-dependent tunnelling alone, because they leave out the tilt of the barrier by the film field. If that field is uniform and vanishes at $\eta=0$, the mean barrier height above the Fermi level falls by $|e\eta|/2$ under cathodic driving. Near equilibrium this adds $kT\beta d/4\phi=0.039$ to $\alpha(0)$, which becomes 0.53, so the shift from $1/2$ changes sign. At $-1.2$ V the barrier is lower by 0.6 eV, more than the 0.41 eV by which the mean departing electron lies below the Fermi level at constant $\Gamma$, and the rate exceeds $\Gamma(0)/\hbar$. The tilt weakens the decline under strong driving but does not remove it. Once the electrons leave from near $\varepsilon=\lambda+e\eta$, each further volt lowers them by 1 eV and the mean barrier by only 0.5 eV. Treating a ring vibration of 0.18 eV as quantum mechanical, with 0.10 eV of the unchanged total $\lambda$, multiplies $k_0$ by 1.64 and leaves $\alpha(0)=1/2$.

An osmium centre of this kind also departs from the assumption of equal multiplicities, because its oxidized state is a doublet and its reduced state a singlet. Oxidation then has twice as many electronic outcomes as reduction. For the two rates to be equal at the formal potential, the energy of the reduced state must lie lower by $kT\ln2=18$ meV than in (3). With the reduction plateau held at $\Gamma/\hbar$ and $\Gamma$ constant, this alone gives $\alpha(0)=0.490$ and multiplies $k_0$ by 1.41.

Electrostatic corrections also enter. With relative permittivities of 2.5 for the film and 78 for water, and 1 mol/L of salt, the film and the diffuse layer have capacitances of 1.23 and 228 μF/cm². In series, the electrolyte takes $1.23/(1.23+228)=0.5\%$ of $\eta$. Reducing all of $10^{13}$ centres per cm² changes the charge by 1.6 μC/cm² and shifts the local potential by about 7 mV. At $\alpha=1/2$ this changes the rate by about $7/(2\times25.7)=14\%$. Both estimates treat the ions as points that can reach the centres. A layer of solvent between them lowers the capacitance of the electrolyte and enlarges both corrections. With a rough 20 μF/cm² for that layer, the electrolyte takes about 6% of $\eta$, and the shift grows to about 80 mV, which changes the rate about fivefold at $\alpha=1/2$.

The plateau current, with all centres initially oxidized, is 24 mA/cm². Across an assumed 1 Ω cm² it costs 24 mV. At $-1.0$ V the rate is 0.83 of the plateau, so the drop is 20 mV. With $\alpha=0.037$ there, it lowers the rate by about $0.037\times20/25.7=2.9\%$. Charging takes 1.2 μs, well below the 66 μs of the transfer. For a rough solvent time of 1 ps, the chance of a hop in that time is $1.5\times10^{-8}$, which supports the weak-coupling assumption.

If the film field vanishes at $\eta=0$, it reaches 5.6 MV/cm at 1 V, about half of a rough breakdown field of 10 MV/cm. At $-1.8$ V, the overpotential used above for the shallow band, it would reach breakdown, so that example illustrates the model and not a measurement on this film. Side reactions and desorption of the film are not modelled, and may hide the plateau in a real cell. The numerical output below gives the remaining overpotentials.

## Calculated quantities

```
temperature 298.15 K, kT = 0.02569 eV
lam = 0.80 eV, lam/kT = 31.14
Gamma = 1.0e-11 eV
film 1.8 nm, tunnel decay 10.0 /nm (rough)
barrier 3.0 eV (rough)
permittivity: film 2.5, water 78.0
salt 1.0 mol/L, coverage 1.0e+13 /cm2
plateau rate Gamma/hbar = 1.5193e+04 1/s
standard rate k0 = 0.9368 1/s
k0 leading large-lam law = 1.0042 1/s
k0 exact integral/leading law = 0.9329
three-term series for that ratio = 0.9365
quantum bath/classical k0, 0.02 eV: 1.1149
quantum bath/classical k0, 0.01 eV: 1.0279
same, extrapolated to soft modes: 0.9988
alpha at eta=0 = 0.500000
d alpha/d eta at eta=0 = 0.5478 1/V
ox:red = 10:1, equilibrium eta = 59.16 mV
alpha at that equilibrium = 0.5324
Columns: eta (V); k_red (1/s); alpha; Tafel slope (mV/decade);
 mean E (eV); constant-alpha k (1/s); one-level k (1/s)
  0.0  9.368e-01  0.50000     118.3   0.000  9.37e-01  9.37e-01
 -0.2  3.000e+01  0.39084     151.4  -0.025  4.59e+01  2.82e+01
 -0.4  4.143e+02  0.28436       208  -0.055  2.25e+03  3.22e+02
 -0.6  2.554e+03  0.18457     320.5  -0.095  1.10e+05  1.38e+03
 -0.8  7.596e+03  0.09857     600.2  -0.158  5.41e+06  2.25e+03
 -1.0  1.264e+04  0.03730      1586  -0.260  2.65e+08  1.38e+03
 -1.2  1.478e+04  0.00797      7422  -0.413  1.30e+10  3.22e+02
k_red/plateau at eta=-lam/e: 0.500000
rise of k_red: standard width 0.2080 V
one-level bell: standard width 0.2028 V
band 1.0 eV deep, k/plateau at -1.3 V: 0.9850
same band at -1.8 V: 0.5000
barrier: d ln Gamma/dE = 3.00 1/eV
barrier: alpha at eta=0 = 0.4903
barrier: k0 factor = 1.0246
barrier: largest rate at eta = -0.988 V
barrier: that rate/flat plateau = 0.4313
barrier: rate/flat plateau at -1.2 V = 0.3392
ring mode 0.18 eV, its lam 0.1 eV (rough)
ring mode: k0 factor = 1.6444
Debye length 0.303 nm
capacitance: film 1.230, diffuse 227.8 uF/cm2
share of eta lost in electrolyte = 0.54 %
redox charge 1.60 uC/cm2 shifts 7.00 mV
film field at |eta|=1 V: 5.56 MV/cm
rough breakdown 10.0 MV/cm at |eta| = 1.80 V
plateau current 24.34 mA/cm2
ohmic drop at 1.0 ohm cm2: 24.34 mV
charging time 1.23 us, 1/plateau rate 65.8 us
hop chance in solvent time 1 ps: 1.5e-08
```
